# Why the Anodizing Field Falls Linearly with Temperature

## A barrier with straight sides

Put an ion of charge $z$ in a well at $x=0$. To move on, it must climb a straight slope to a top at $x=a$, where its potential energy is $W$:

$$V(x)=\frac{W}{a}\,x ,\qquad 0\le x\le a .$$

The algebra uses atomic units, so the elementary charge, $\hbar$ and the electron mass are 1. Boltzmann's constant $k$ is kept. The charge $z$ is then a plain number, 5 for a Ta$^{5+}$ ion.

A field $F$ along $x$ adds $-zFx$, and the slope becomes

$$V(x)-zFx=\left(\frac{W}{a}-zF\right)x .$$

It is still straight, with its foot at $0$ and its top at $a$. The climb has shrunk to $W-zaF$, and it disappears at

$$F_0=\frac{W}{za}. \tag{1}$$

Near absolute zero a classical ion gets no help from heat. To keep a current flowing, the field must remove the whole barrier, so it must approach $F_0$. In a warmer oxide the field may leave part of the barrier standing. The question is how large a part.

Equation (1) contains the charge. The ratio of barrier energy to activation distance is this field only for $z=1$; otherwise the divisor is the product $za$.

## First contribution: the fixed current

Let the ions sit in planes a distance $2a$ apart, with $N$ ions per unit area in each plane. If each ion hops forward at the rate $\Gamma$, then $N\Gamma$ ions cross unit area between two planes per unit time. The current density is

$$i=zN\Gamma .$$

For a thermally activated hop over a remaining barrier $W_b$, take $\Gamma=\nu\,e^{-W_b/kT}$ with attempt frequency $\nu$. Then

$$i=i_0\,e^{-W_b/kT},\qquad i_0=zN\nu .$$

The model assumes that $i_0$ depends on neither temperature nor field. Dividing by $i_0$ and taking the logarithm gives

$$W_b=kT\Lambda,\qquad \Lambda=\ln\frac{i_0}{i}. \tag{2}$$

This is the centre of the explanation. A fixed current with a fixed prefactor means a fixed hopping rate, and that requires a fixed ratio of barrier to thermal energy. The barrier left standing must always be the same number $\Lambda$ of $kT$, so it is proportional to $T$. Nothing has been said yet about how the field lowers the barrier; (2) holds for any barrier shape as long as the prefactor is constant.

## Second contribution: the work of the field

If the well and the top stay a distance $a$ apart, the field lowers the barrier by $zaF$, so $W_b=W-zaF$. Inserting this in (2) gives

$$W-zaF=kT\Lambda .$$

Moving $kT\Lambda$ to the left and $zaF$ to the right, then dividing by $za$, gives

$$F(T)=\frac{W}{za}-\frac{k\Lambda}{za}\,T . \tag{3}$$

The energy $W$ is shared between heat, which covers $kT\Lambda$, and the field, which covers $zaF$. The thermal share is linear in $T$ and the field's share is linear in $F$, so $F$ is linear in $T$. As $T\to0$ the thermal share vanishes, the field pays for all of $W$, and the intercept is $W/(za)$.

The current enters through the slope alone. Lines for different currents start from the same $F_0$ and fan out, the smaller current having the larger $\Lambda$ and the steeper fall. At fixed temperature, $\Lambda=\ln i_0-\ln i$ gives

$$\left(\frac{\partial F}{\partial\ln i}\right)_T=\frac{kT}{za}. \tag{4}$$

The step in field per decade of current therefore yields $za$ without any knowledge of $i_0$. Multiplying $za$ by the intercept then yields $W$. Equation (4) can also be checked by a measurement of its own: the step must be proportional to $T$.

The distance $a$ refers to the mean field in the oxide. If the ion feels $gF$ with a constant factor $g$, the work is $zgaF$ and $ga$ replaces $a$ in (1), (3) and (4). The measured distance is then an effective one, not a length in the structure.

## Numbers for an oxide film

Take round parameters in the rough regime of anodic tantalum oxide: $z=5$, $W=1.5$ eV, $a=0.24$ nm, $N=10^{15}$ cm$^{-2}$, $\nu=10^{12}$ s$^{-1}$ and $i=1$ mA/cm². Tantalum ions are taken to carry all the current.

With the elementary charge restored, the prefactor is $i_0=8.01\times10^{8}$ A/cm², so

$$\Lambda=\ln\frac{8.01\times10^{8}}{10^{-3}}=27.4 .$$

An energy in eV divided by a charge number and a distance in nm is a field in V/nm, and 1 V/nm is 10 MV/cm. Hence

$$F_0=\frac{1.5}{5\times0.24}\ \text{V/nm}=12.5\ \text{MV/cm},$$

or 0.125 V/Å. At 300 K, $kT=0.02585$ eV and the remaining barrier is $27.4\,kT=0.709$ eV. The field must supply $1.5-0.709=0.791$ eV, which takes

$$F=\frac{0.791}{1.2}\ \text{V/nm}=6.6\ \text{MV/cm}.$$

| $T$ (K) | $kT\Lambda$ (eV) | $zaF$ (eV) | $F$ (MV/cm) |
|---|---|---|---|
| 100 | 0.236 | 1.264 | 10.5 |
| 273 | 0.645 | 0.855 | 7.1 |
| 300 | 0.709 | 0.791 | 6.6 |
| 363 | 0.857 | 0.643 | 5.4 |

The two energies add up to 1.5 eV in each row. The slope is $-0.0197$ MV/cm per K. By (4), a tenfold current at 300 K needs $0.02585\times2.303/1.2$ V/nm, or 0.50 MV/cm, more field. The intercept is nearly twice the field at 300 K, so it is reached by a long extrapolation. A real film may break down before it can bear such a field.

## Hops against the field

For a symmetric barrier, an ion hopping backwards also travels $a$ to the top, but it climbs against the field and meets the barrier $W+zaF$. The net current is

$$i=i_0\left[e^{-(W-zaF)/kT}-e^{-(W+zaF)/kT}\right]=2i_0\,e^{-W/kT}\sinh\frac{zaF}{kT}.$$

Put $i/i_0=e^{-\Lambda}$ and solve for the field:

$$F=\frac{kT}{za}\,\operatorname{arsinh}\!\left(\tfrac12 e^{W/kT-\Lambda}\right). \tag{5}$$

For a large argument $y$, $\operatorname{arsinh}y\approx\ln 2y$. Then $F\approx(kT/za)(W/kT-\Lambda)$, which is the line (3).

The ratio of backward to forward hops is $e^{-2zaF/kT}$. At 363 K it is $1.4\times10^{-18}$, so backward hops have no practical effect on the working range.

They matter near $T=W/(k\Lambda)=635$ K, where the line would reach zero field. There the argument in (5) is $\tfrac12$, and the field is $0.481\,kT/(za)=0.22$ MV/cm instead of zero. At still higher temperature, once $i_0e^{-W/kT}\gg i$, the argument is small and $\operatorname{arsinh}y\approx y$:

$$F\approx\frac{kT}{2za}\,e^{W/kT-\Lambda}=\frac{kT}{2za}\,\frac{i}{i_0}\,e^{W/kT}.$$

The field is now proportional to the current, which is Ohm's law. The 635 K is a property of the formula with these parameters; whether a real film would survive there is another matter.

## A barrier whose well and top move

A smooth barrier has a rounded well and a rounded top. The field pushes the well forward and the top backward, so the distance between them shrinks. On the rising side $0\le x\le a$ of the field-free potential, the remaining climb is

$$W_b(F)=\max_{0\le y\le x\le a}\left[V(x)-V(y)-zF(x-y)\right].$$

The choice $y=0$, $x=a$ gives $W-zaF$, and the maximum cannot be smaller:

$$W_b(F)\ge W-zaF .$$

With (2) this gives $kT\Lambda\ge W-zaF$, or $F\ge(W-kT\Lambda)/(za)$. For the same $W$, $a$ and $i_0$, a smooth barrier needs at least the field of the ideal line.

To read a measured slope, let $a^*$ be the distance from the shifted well to the shifted top at the working field. Let $W^*$ be the difference of the field-free potential $V$ between those two points. Then

$$W_b=W^*-za^*F .$$

At both points the total potential is stationary, so their small displacements do not change $W_b$ to first order. Only the explicit field term contributes, and $dW_b/dF=-za^*$. Differentiating (2) with respect to $T$ at fixed current gives

$$-za^*\frac{dF}{dT}=k\Lambda .$$

The tangent to $F(T)$ therefore meets $T=0$ at

$$F-T\frac{dF}{dT}=F+\frac{kT\Lambda}{za^*}=\frac{za^*F+W_b}{za^*}=\frac{W^*}{za^*}. \tag{6}$$

The intercept is again a barrier energy over charge times distance, but both belong to the working field, not to zero field. The same argument turns (4) into $kT/(za^*)$.

For a definite size, take the cosine potential

$$V(x)=\frac W2\left(1-\cos\frac{\pi x}{a}\right).$$

Its slope equals $zF$ where

$$\sin\frac{\pi x}{a}=s,\qquad s=\frac{2zaF}{\pi W}.$$

The well is at $x_w=(a/\pi)\arcsin s$ and the top at $a-x_w$. Their distance is

$$a^*=a-2x_w=\frac{2a}{\pi}\left(\frac\pi2-\arcsin s\right)=\frac{2a}{\pi}\arccos s .$$

The cosine term is $+\sqrt{1-s^2}$ at the well and $-\sqrt{1-s^2}$ at the top, so $W^*=W\sqrt{1-s^2}$. Since $zF=\pi Ws/(2a)$, the field's work is $za^*F=Ws\arccos s$, and

$$W_b=W\left(\sqrt{1-s^2}-s\arccos s\right).$$

Keep $W$, $a$, $i_0$ and $i$ as before and solve $W_b=kT\Lambda$ numerically at 300 K. The result is $s=0.383$ and $F=7.5$ MV/cm, against 6.6 for the ideal line. Further, $W^*=1.385$ eV and $a^*=0.180$ nm, so the tangent's intercept is

$$\frac{1.385}{5\times0.180}\ \text{V/nm}=15.4\ \text{MV/cm},$$

which is 23 % above $W/(za)$.

The curvature is hard to see in the data. A least-squares line through ten equally spaced temperatures from 273 to 363 K misses the computed fields by at most 0.02 MV/cm, and it extrapolates to 15.3 MV/cm. The cosine barrier itself vanishes at $s=1$, or $\tfrac{\pi}{2}F_0=19.6$ MV/cm. The fitted intercept is thus neither the zero-field ratio $W/(za)$ nor the field that removes this barrier. A good straight line over 90 K does not show that the barrier is lowered linearly all the way down.

## A prefactor that grows with temperature

Suppose $i_0$ is proportional to $T$ and has its former value at $T_r$. Then $\Lambda(T)=\Lambda_r-\ln(T_r/T)$, where $\Lambda_r$ is its value at $T_r$. Since $T\,d\Lambda/dT=1$,

$$\frac{d}{dT}\left[T\Lambda(T)\right]=\Lambda(T)+1 .$$

For the unmoving barrier, the tangent's intercept becomes

$$F-T\frac{dF}{dT}=\frac{W-kT\Lambda}{za}+\frac{kT(\Lambda+1)}{za}=\frac{W}{za}+\frac{kT}{za}.$$

At 300 K the added term is $0.02585/1.2$ V/nm, or 0.22 MV/cm. That is under 2 % of the intercept. The assumption of a constant prefactor is therefore mild if the true prefactor is proportional to $T$. The prefactor can also depend on the field. For a straight-sided well, classical rate theory moves the intercept by only 0.04 to 0.09 MV/cm, from the transition-state to the overdamped limit, but makes the distance read from (4) too small by 2.5 to 5 %. An activated number of mobile ions would be different: its energy would enter the exponent and add to $W$.

## Ions that tunnel

Near its top, a smooth barrier is an inverted parabola with $|V''|=m\omega^2$, where $m$ is the ion mass. For an ion at energy $\epsilon$ below the top, the tunnelling exponent is

$$2\int\sqrt{2m\left(\epsilon-\tfrac12m\omega^2x^2\right)}\,dx=\pi\sqrt{2m\epsilon}\,\sqrt{\frac{2\epsilon}{m\omega^2}}=\frac{2\pi\epsilon}{\omega},$$

because the integral is half the area of an ellipse with these two semi-axes. Going deeper costs the factor $e^{-2\pi\epsilon/\omega}$ in transmission but gains $e^{\epsilon/kT}$ in thermal population. Hops over the top dominate as long as $1/kT<2\pi/\omega$, so the crossover lies at $kT=\omega/2\pi$.

The cosine has $m\omega^2=(W/2)(\pi/a)^2$ at zero field. For a mass of 181 u this is a frequency $\omega/2\pi$ of $1.3\times10^{12}$ s$^{-1}$ and a crossover at 10 K. At the higher field that the fixed current needs near that temperature, the top is flatter and the crossover falls to about 5 K; for a mass of 16 u it is 34 K at zero field. For this smooth barrier and a tantalum ion, tunnelling is negligible in the working range. A straight-sided barrier has a sharp top and no such crossover formula: there quantum effects raise the rate by about 20 % at 300 K and lower the field by 0.04 MV/cm, or by 0.13 MV/cm for a mass of 16 u in the same potential. Tunnelling does mean that the intercept is a feature of the extrapolated classical law, not a forecast for an oxide held near 0 K.

## Electrons that leak

The measured current equals the ion current only if few electrons flow. Let electrons face a triangular barrier of height $\varphi$ with effective mass $m_e^*$. The tunnelling exponent is

$$B=2\int_0^{\varphi/F}\sqrt{2m_e^*(\varphi-Fx)}\,dx=\frac{4\sqrt{2m_e^*}\,\varphi^{3/2}}{3F}.$$

A cold free-electron metal supplies a current $\epsilon\,d\epsilon/2\pi^2$ at depth $\epsilon$ below its Fermi level, where $\epsilon$ counts the energy of motion towards the barrier. To first order, the extra depth multiplies the transmission by $e^{-c\epsilon}$, with $c=dB/d\varphi=2\sqrt{2m_e^*\varphi}/F$. Since $\int_0^\infty\epsilon e^{-c\epsilon}d\epsilon=1/c^2$,

$$i_e=\frac{1}{2\pi^2c^2}\,e^{-B}=\frac{F^2}{16\pi^2m_e^*\varphi}\,e^{-B}.$$

With $m_e^*=0.5$, solving $i_e=1$ mA/cm² numerically gives $\varphi=2.3$ eV at 6.6 MV/cm and 3.5 eV at the intercept of 12.5 MV/cm. A lower barrier would let electrons carry more than the ions. An electrolyte is not a metal and may supply fewer electrons, so these are estimates for a metal-like contact. Image-force lowering with a dielectric constant of 4.5 would raise both barriers by about 0.1 eV, conserving the momentum parallel to the interface would lower them by about 0.05 eV, and electrons that move through traps in the oxide are left out. The two barrier values still show how much harder it would be to keep the current ionic at the intercept.

## Heating and measurement error

A 100 nm film at 6.6 MV/cm carries 66 V. At 1 mA/cm² it releases 0.066 W/cm². With an assumed cooling coefficient of 0.1 W/(cm² K) it warms by 0.66 K, which changes the required field by $-0.013$ MV/cm.

Extrapolation magnifies small errors. For a line through points at $T_1$ and $T_2$, errors of $+\delta$ at the lower temperature $T_1$ and $-\delta$ at $T_2$ shift the intercept by

$$\delta\,\frac{T_2+T_1}{T_2-T_1}=0.05\times\frac{636}{90}=0.35\ \text{MV/cm}$$

for $\delta=0.05$ MV/cm and the range 273 to 363 K.

## Weighing the contributions

For these parameters, the moving well and top have the largest effect on the intercept among those sized here: they add 2.9 MV/cm to the tangent's intercept. The assumed reading errors give 0.35 and the prefactor 0.22. The first of these numbers belongs to the cosine shape; a barrier with straight sides would give no such shift. It does not size the effect in a real oxide either: by (6), values read from measured slopes and intercepts are the working-field $W^*$ and $a^*$, whereas the model uses its $W$ and $a$ as zero-field values, and in a real film the two sets can differ by more than for the cosine.

The field in tantalum oxide growing near room temperature is very roughly 6 to 7 MV/cm, so the model's working field is of the right size. That agreement is partly built in, since the parameters were chosen for this regime. In the real oxide, oxygen ions also carry current. If tantalum ions carry a temperature-independent half of it, the field at 300 K falls by $0.50\log_{10}2=0.15$ MV/cm and the intercept stays put for the unmoving barrier; for the cosine the field falls by 0.20 MV/cm and the fitted intercept by 0.08 MV/cm. The oxide is also amorphous, so a single barrier height is an idealization whose effect is not sized here.

The step per decade of current offers a way to look for a moving well and top. For fixed points it is proportional to $T$. For the cosine it is proportional to $T/a^*$, and $a^*$ grows with temperature because the required field falls. The step, taken as the local slope times $\ln 10$, then rises more slowly than $T$: from 0.62 MV/cm at 273 K to 0.75 MV/cm at 363 K, where proportionality would give 0.83. With a constant prefactor, $F$ depends on $T$ and $i$ only through $kT\Lambda$, so this is the curvature of $F(T)$ seen in another measurement, not an independent property. The test needs steps known to clearly better than the difference of 0.08 MV/cm. In a real oxide a failure would show that the simple model is incomplete, but not by itself that a moving well and top are the cause.
